# Acoustic-Phonon Cooling of Doped Graphene: The Fourth-Power Law

## One electron above a filled Fermi sea

Let graphene be doped so that its conduction band is filled up to the wavevector $k_F$, with everything at zero temperature, and let one extra electron sit at a small energy $\varepsilon$ above the Fermi level. It can lose energy by emitting a sound quantum of wavevector $q$ and energy $\omega=sq$, where $s$ is the speed of sound. States below the Fermi level are occupied, so $\omega\le\varepsilon$.

Atomic units are used in the algebra, with $k_B=1$, so temperatures are energies. Let $v$ be the electron speed, $D$ the deformation potential, $\rho$ the mass per area and $A$ the area of the sheet. For small-angle scattering the squared matrix element is $D^2q/(2\rho sA)$, as Lemma 1 will show. The golden rule gives the rate of energy loss

$$
-\frac{d\varepsilon}{dt}=A\int\frac{k'dk'\,d\theta}{(2\pi)^2}\;2\pi\,\frac{D^2q}{2\rho sA}\;sq\;\delta(vk-vk'-sq).
$$

If $\varepsilon\ll sk_F$, then $k'\simeq k_F$ and $q\simeq k_F|\theta|$. With $s\ll v$, the delta function integrated over $k'$ gives $1/v$. Scattering to the left and to the right gives $k_F\,d\theta\to2\,dq$, so that

$$
-\frac{d\varepsilon}{dt}=\frac{D^2}{2\pi\rho v}\int_0^{\varepsilon/s}q^2dq
=\frac{D^2\varepsilon^3}{6\pi\rho vs^3}.
$$

A warm electron gas has a number of excited carriers proportional to its temperature $T$, each with energy of order $T$. Each loses power proportional to $T^3$, so the gas loses power proportional to $T^4$. The theorem supplies the coefficient, the return flow from a warm lattice, and the range of validity.

## Assumptions and theorem

1. The electrons obey $H=v\,\boldsymbol\sigma\cdot\mathbf k$ in each valley, with total spin and valley degeneracy $g=4$. Their chemical potential is $\mu=vk_F>0$.
2. Electrons have a Fermi distribution at $T_e$ and phonons a Bose distribution at $T_l$. Both temperatures are far below $\mu$.
3. The phonons are the longitudinal sound waves of an isotropic sheet, $\omega=sq$, with $s\ll v$.
4. The coupling is the scalar potential $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the in-plane displacement. It is not screened by the electrons.
5. The sheet is clean: scattering by defects is neglected. Below the temperature $T_{BG}$ defined next, this requires that an electron travel many phonon wavelengths between collisions with defects. Above it the requirement is stricter, as noted in the section on the opposite limit.

Strain-induced changes of hopping, flexural and optical phonons, and phonons of a substrate are left out. Define the Bloch–Grüneisen temperature

$$
T_{BG}=2sk_F ,
$$

the energy of a phonon that reverses an electron's momentum at the Fermi circle.

**Theorem.** To leading order in $s/v$ and $T/\mu$, the net power per area from electrons to lattice is

$$
P=\Sigma\left[T_e^4B\!\left(\frac{T_e}{T_{BG}}\right)-T_l^4B\!\left(\frac{T_l}{T_{BG}}\right)\right],
\qquad
\Sigma=\frac{\pi^2D^2\mu}{15\rho v^3s^3},
\tag{1}
$$

$$
B(t)=\frac{15}{\pi^4}\int_0^{1/t}\frac{x^3\sqrt{1-t^2x^2}}{e^x-1}\,dx .
\tag{2}
$$

When both temperatures are far below $T_{BG}$, this becomes

$$
P=\Sigma\,(T_e^4-T_l^4).
\tag{3}
$$

With the constants restored, $\Sigma=\pi^2D^2\mu k_B^4/(15\rho\hbar^5v^3s^3)$, and temperatures are in kelvin. For hole doping $\mu$ is replaced by $|\mu|$, because the Dirac spectrum is symmetric and $D$ enters squared.

## Lemma 1: the matrix element

**Lemma 1.** For scattering through the angle $\theta$ with momentum transfer $q$, the squared matrix element, without the phonon occupation factor, is

$$
|M|^2=\frac{D^2q}{2\rho sA}\,F,\qquad F=\cos^2\frac{\theta}{2}.
\tag{4}
$$

*Proof.* Write the longitudinal displacement as $\mathbf u(\mathbf r)=\sum_{\mathbf q}i\hat{\mathbf q}\,Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Since $\hat{\mathbf q}$ changes sign with $\mathbf q$, the factor $i$ makes $\mathbf u$ real when $Q_{-\mathbf q}=Q_{\mathbf q}^\dagger$.

For one pair $\pm\mathbf q$, set $Q_{\mathbf q}=(X+iY)/\sqrt2$. The kinetic energy of the pair is $\rho A|\dot Q_{\mathbf q}|^2=\tfrac12\rho A(\dot X^2+\dot Y^2)$. Thus $X$ and $Y$ are oscillators of mass $\rho A$ and frequency $\omega$, each with ground-state variance $1/(2\rho A\omega)$, and

$$
\langle|Q_{\mathbf q}|^2\rangle=\tfrac12\left(\langle X^2\rangle+\langle Y^2\rangle\right)=\frac1{2\rho A\omega}.
$$

The divergence multiplies each amplitude by $q$ in magnitude. The orbital part of $|M|^2$ is therefore $D^2q^2/(2\rho A\omega)=D^2q/(2\rho sA)$.

A conduction state with direction angle $\varphi$ has the spinor $(1,e^{i\varphi})/\sqrt2$. Two such spinors whose directions differ by $\theta$ have squared overlap $|(1+e^{i\theta})/2|^2=\cos^2(\theta/2)$. The scalar potential does not act on the spinor, so this factor multiplies the orbital part. ∎

A transverse wave has $\nabla\cdot\mathbf u=0$ and does not couple through this potential.

## Lemma 2: the energy balance

**Lemma 2.** Let $N_e$ and $N_l$ be the Bose function $1/(e^{\omega/T}-1)$ at $T_e$ and $T_l$. Then

$$
P=\frac{D^2}{2\rho}\int_0^\infty dq\,q^3R(q)\,[N_e-N_l],
\tag{5}
$$

$$
R(q)=\frac gA\sum_{\mathbf k}F\,(f-f')\,\delta(\varepsilon'-\varepsilon-sq),
\tag{6}
$$

where $f,\varepsilon$ belong to $\mathbf k$ and $f',\varepsilon'$ to $\mathbf k+\mathbf q$.

*Proof.* Emission takes an electron from $\mathbf k+\mathbf q$ to $\mathbf k$, and absorption takes it back. The net number of emissions is weighted by

$$
W=f'(1-f)(N_l+1)-f(1-f')N_l .
$$

For Fermi functions with $\varepsilon'=\varepsilon+\omega$, $f(1-f')=e^{\omega/T_e}f'(1-f)$. Also $f-f'=f(1-f')-f'(1-f)$, because the products $ff'$ cancel. Hence

$$
f'(1-f)=(f-f')N_e,\qquad f(1-f')=(f-f')(N_e+1).
$$

Substitution gives

$$
W=(f-f')\left[N_e(N_l+1)-(N_e+1)N_l\right]=(f-f')(N_e-N_l).
$$

Multiply by the phonon energy $sq$, by $2\pi|M|^2$ and by the energy delta function, and sum over electrons. With $A^{-1}\sum_{\mathbf q}\to\int q\,dq/(2\pi)$,

$$
P=\int_0^\infty\frac{q\,dq}{2\pi}\;sq\;2\pi\,\frac{D^2q}{2\rho s}\,R(q)\,[N_e-N_l],
$$

which is (5). ∎

The three powers of $q$ come from the two-dimensional measure, the phonon energy and the squared coupling. Equal temperatures give zero power, as detailed balance requires. If the lattice is hotter, $P$ is negative and the electrons are heated.

## Lemma 3: the electronic response

**Lemma 3.** To leading order in $s/v$ and $T_e/\mu$, for $q<2k_F$,

$$
R(q)=\frac{gs}{4\pi^2v^2}\sqrt{4k_F^2-q^2}.
\tag{7}
$$

*Proof.* A transition between the two bands needs an energy $v(k+k')\ge vq$, where $k'=|\mathbf k+\mathbf q|$. A phonon supplies $sq<vq$, so such transitions are forbidden. The valence band is full up to exponentially small terms, which leaves the conduction band. There energy conservation reads

$$
k'=k+\eta,\qquad \eta=sq/v .
$$

Let $\varphi$ be the angle between $\mathbf k$ and $\mathbf q$. From $k'^2=k^2+q^2+2kq\cos\varphi$ follows $|\partial k'/\partial\varphi|=kq|\sin\varphi|/k'$. Two angles of opposite sign satisfy energy conservation, so

$$
\int_0^{2\pi}d\varphi\;\delta(vk'-vk-sq)=\frac{2k'}{vkq|\sin\varphi|}.
$$

With $A^{-1}\sum_{\mathbf k}\to\int k\,dk\,d\varphi/(2\pi)^2$,

$$
R=\frac{g}{2\pi^2v}\int dk\,(f-f')\,\frac{k'F}{q|\sin\varphi|}.
\tag{8}
$$

The scattering angle obeys $q^2=k^2+k'^2-2kk'\cos\theta$. Therefore

$$
F=\frac{1+\cos\theta}2=\frac{(k+k')^2-q^2}{4kk'} .
$$

The sine follows from the relation for $\cos\varphi$:

$$
\begin{aligned}
4k^2q^2\sin^2\varphi&=4k^2q^2-(k'^2-k^2-q^2)^2\\
&=[k'^2-(k-q)^2]\,[(k+q)^2-k'^2]\\
&=[q^2-(k'-k)^2]\,[(k+k')^2-q^2].
\end{aligned}
$$

The last line comes from splitting both brackets into linear factors and regrouping them. Since $k'-k=\eta$,

$$
\frac{k'F}{q|\sin\varphi|}
=k'\,\frac{(k+k')^2-q^2}{4kk'}\,
\frac{2k}{\sqrt{(q^2-\eta^2)\,[(k+k')^2-q^2]}}
=\frac{\sqrt{(k+k')^2-q^2}}{2q\sqrt{1-s^2/v^2}} .
$$

The response becomes

$$
R=\frac{g}{4\pi^2vq\sqrt{1-s^2/v^2}}\int dk\,(f-f')\sqrt{(k+k')^2-q^2}.
\tag{9}
$$

For degenerate electrons $f-f'$ is concentrated near the Fermi circle, where $k+k'\simeq2k_F$. Its integral is

$$
\int_0^\infty[f(k)-f(k+\eta)]\,dk=\int_0^\eta f(k)\,dk\simeq\eta=\frac{sq}{v},
$$

because states near $k=0$ are full. Inserting this, and replacing $\sqrt{1-s^2/v^2}$ by one, gives (7). ∎

At small $q$ the response tends to the constant $gsk_F/(2\pi^2v^2)$. The number of electrons able to take part grows as $q$, while the angular phase space for each falls as $1/q$. Near $q=2k_F$ the square root closes: the spinor overlap suppresses reversal of the momentum, and no larger transfer fits on the Fermi circle.

## Proof of the theorem

Insert (7) into (5):

$$
P=\frac{gD^2sk_F}{4\pi^2\rho v^2}\int_0^{2k_F}dq\,q^3
\sqrt{1-\frac{q^2}{4k_F^2}}\;[N_e-N_l].
\tag{10}
$$

In the term with temperature $T$ put $q=Tx/s$. Then $q/(2k_F)=xT/T_{BG}$, and by (2) the integral equals $(T/s)^4(\pi^4/15)B(T/T_{BG})$. The prefactor of $T^4B$ is

$$
\frac{gD^2sk_F}{4\pi^2\rho v^2}\,\frac{\pi^4}{15s^4}
=\frac{g\pi^2D^2k_F}{60\rho v^2s^3}
=\frac{\pi^2D^2\mu}{15\rho v^3s^3}=\Sigma,
$$

where $g=4$ and $k_F=\mu/v$ were used. This proves (1).

For $t\to0$ the square root tends to one over the range where the Bose function is appreciable, and the upper limit tends to infinity. Since $\int_0^\infty x^3/(e^x-1)\,dx=6\,\zeta(4)=\pi^4/15$, with $\zeta$ the Riemann zeta function, $B\to1$ and (3) follows. ∎

## How far below the Bloch–Grüneisen temperature?

Expand the square root in (2) as $1-t^2x^2/2-t^4x^4/8$. Cutting the integrals at $1/t$ instead of infinity changes them by exponentially small amounts. With

$$
\int_0^\infty\frac{x^5dx}{e^x-1}=120\,\zeta(6)=\frac{8\pi^6}{63},\qquad
\int_0^\infty\frac{x^7dx}{e^x-1}=5040\,\zeta(8)=\frac{8\pi^8}{15},
$$

the low-temperature form is

$$
B(t)=1-\frac{20\pi^2}{21}t^2-\pi^4t^4+O(t^6).
\tag{11}
$$

The coefficient of $t^2$ is about 9.4, so being merely below $T_{BG}$ does not suffice for the fourth-power law. Numerical quadrature of (2) gives the following values. The exponent is the logarithmic derivative of $T^4B$, which describes the power into a lattice at zero temperature.

| $T/T_{BG}$ | $B$ | exponent |
|---|---|---|
| 0.02 | 0.996 | 3.99 |
| 0.05 | 0.976 | 3.95 |
| 0.10 | 0.891 | 3.72 |
| 0.20 | 0.568 | 2.88 |
| 0.50 | 0.116 | 1.77 |
| 1.00 | 0.021 | 1.37 |

The factor $B$ has fallen to 0.9 at $T=0.096\,T_{BG}$. At $T_{BG}$ itself, $T^4$ alone would overestimate the emission term by a factor of nearly fifty. The decline has two causes in (10). A thermal phonon distribution extends to several times $T/s$, where the square root is already below one; this accounts for most of the loss at $T=0.1\,T_{BG}$. At higher temperatures a large part of the distribution lies beyond the edge at $2k_F$, where the clean Fermi circle allows no emission.

## The opposite limit

Suppose $T_{BG}\ll T_e,T_l\ll\mu$. The width of this window is set by $T_{BG}/\mu=2s/v$. For $s/v=0.02$ it is narrow. At fixed $\mu$, thermal smearing of the Fermi circle raises the result (12) below by the relative amount $2\pi^2(T_e/\mu)^2$, and the next term of the Bose expansion lowers it by $T_{BG}^2/(24T_eT_l)$. With $T_l=T_e/2$ the full golden-rule power is about 0.95, 1.10, 1.28 and 1.85 times (12) at $T_e=1$, 2, 3 and $5\,T_{BG}$. For the phonons that matter, $N=T/\omega-\tfrac12+O(\omega/T)$. The constant cancels between the two temperatures, leaving $N_e-N_l\simeq(T_e-T_l)/(sq)$. With $q=2k_F\sin\alpha$,

$$
\int_0^{2k_F}q^2\sqrt{1-\frac{q^2}{4k_F^2}}\,dq
=8k_F^3\int_0^{\pi/2}\sin^2\alpha\cos^2\alpha\,d\alpha
=8k_F^3\,\frac{\pi}{16}=\frac{\pi k_F^3}{2}.
$$

Equation (10) then gives

$$
P=\frac{gD^2k_F^4}{8\pi\rho v^2}\,(T_e-T_l).
\tag{12}
$$

Here the Fermi circle, not the temperature, limits the momentum transfer. The power is linear in the temperature difference and rises as $k_F^4$, whereas $\Sigma$ rises as $k_F$. The speed of sound has dropped out.

Neglecting defects is a stronger assumption here than in the cold case. A defect can take up momentum, which allows the emission of phonons with $q>2k_F$ that the clean Fermi circle forbids. Thermal phonons of this kind are plentiful when $T\gg T_{BG}$. With short-range defects that act on only one of the two sublattices, their contribution can exceed (12) even if the mean free path is many phonon wavelengths. Equation (12) is therefore the acoustic power of the clean sheet within this model. In real graphene the optical phonons, left out here, also enter in this range. An estimate with density-functional couplings for the modes at 0.16 and 0.20 eV and the parameters of the numerical case below makes their power comparable to the acoustic one near 200 K and several times larger near 280 K.

## Corollary: free cooling

Let the lattice be at zero temperature and $T_e\ll T_{BG}$, with no other heat flow. The density of states per area at the Fermi level is $\nu=gk_F/(2\pi v)=2\mu/(\pi v^2)$. To leading order in $T_e/\mu$, electrons and holes excited about the Fermi level contribute equally to the thermal energy:

$$
U=2\nu\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/T_e}+1}
=\frac{\pi^2}{6}\nu T_e^2=\frac{\pi\mu}{3v^2}T_e^2 .
$$

Setting $dU/dt=-\Sigma T_e^4$ gives

$$
\frac{dT_e}{dt}=-\frac{3v^2\Sigma}{2\pi\mu}T_e^3
=-\frac{\pi D^2}{10\rho vs^3}T_e^3,
\qquad
\frac1{T_e^2(t)}=\frac1{T_e^2(0)}+\frac{\pi D^2}{5\rho vs^3}\,t .
$$

The decay is not exponential, and it slows as the gas cools. The doping cancels, since the power and the heat capacity are both proportional to $\mu$. The rate has the same dependence on $D$, $\rho$, $v$ and $s$ as the energy loss of the single electron at the start.

## A numerical case

Take the round model parameters $\hbar v=6$ eV Å, $\hbar s=0.12$ eV Å, $\mu=0.3$ eV, $D=20$ eV and $\rho/\hbar^2=1100$ eV$^{-1}$ Å$^{-4}$. The temperatures are $k_BT_e=0.0006$ eV and $k_BT_l=0.0003$ eV. Then

$$
k_F=\frac{0.3}{6}=0.05\ \text{Å}^{-1},\qquad
k_BT_{BG}=2(0.12)(0.05)=0.012\ \text{eV},
$$

or 139 K. The electrons are at $0.05\,T_{BG}$. The coefficient is

$$
\frac{\hbar\Sigma}{k_B^4}=\frac{\pi^2(20)^2(0.3)}{15(1100)(6)^3(0.12)^3}
=0.192\ \text{eV}^{-2}\,\text{Å}^{-2},
$$

equivalent to $\Sigma=0.258$ W m$^{-2}$ K$^{-4}$. The difference of fourth powers is $1.215\times10^{-13}$ eV$^4$. Multiplying by the coefficient and dividing by $\hbar$ in eV s gives 35.5 eV s$^{-1}$ Å$^{-2}$ from (3).

Equation (1), with $B$ from quadrature, gives 34.6 eV s$^{-1}$ Å$^{-2}$, or 554 W m$^{-2}$. This is 2.5 percent below the fourth-power value. The $t^2$ term of (11) accounts for most of the difference: relative to (3) it contributes

$$
-9.4\,\frac{T_e^6-T_l^6}{T_{BG}^2(T_e^4-T_l^4)}
=-9.4\,(0.05)^2\,\frac{1-2^{-6}}{1-2^{-4}}=-0.025 .
$$

The scale $T_e/s=0.005$ Å$^{-1}$ also shows what a clean sheet means here. The electron mean free path must be long compared with $s/T_e=200$ Å; the phonons at the power-weighted mean wavevector have a wavelength of about 320 Å. Otherwise defects can take up momentum, and the plane-wave kinematics of Lemma 3 fails.

## Remark: why "unscreened" matters

Suppose the electrons screen the potential statically, so that $D$ is replaced by $Dq/(q+q_s)$. For $T\ll sq_s$ this multiplies the integrand of (10) by $q^2/q_s^2$. In the low-temperature limit the integral of $x^5$ above then gives

$$
P=\Sigma\,\frac{40\pi^2}{21}\,\frac{T_e^6-T_l^6}{(sq_s)^2}.
$$

The fourth power has become a sixth. For the numerical case with a chosen $q_s=0.5$ Å$^{-1}$, this formula gives about 0.0020 of the power in (3). Gauss–Legendre quadrature of the golden-rule integral over electron momentum and scattering angle, with the full factor $q/(q+q_s)$, gives 0.0017 of the corresponding unscreened power. The limiting formula is higher partly because it neglects $q$ beside $q_s$. Thus, for the scalar coupling, the absence of screening fixes both the exponent and the size of the result, and low temperature alone does not justify (3). This does not mean that doped graphene cools as $T^6$. Strain also changes the hopping, and this acts on the electrons as a vector potential. It couples to both longitudinal and transverse sound, is not screened, and gives a $T^4$ law of its own. With a strength of only 1.5 eV and a transverse speed $\hbar s_T=0.076$ eV Å, it carries about nine times the screened scalar power of this example. A value of $D$ fitted to a measured $T^4$ law is therefore an effective parameter, not the bare scalar potential.

Numerical values quoted here were computed with a short program.
